# Energy-weighted median of Rutherford recoils

## Problem

Protons enter a thin silicon layer. They transfer energy to silicon nuclei, initially at rest, through the bare Coulomb force. Let \(T\) be the kinetic energy given to a nucleus. Count primary recoils with \(T\) between \(T_1=15\) eV, taken as the displacement threshold, and \(T_2=15\) keV, the energy transferred in a head-on collision.

(a) Derive the recoil spectrum.

(b) Show that half of the summed recoil energy comes from recoils below about 474 eV.

(c) What fraction of the recoils carries the other half?

(d) Find the proton energy, and the recoil energy per silicon atom at a dose of \(5\times10^{16}\) protons per cm².

(e) How far do the main omissions move the median?

Each recoil is weighted by its full initial energy. Atoms struck later by the recoils are not counted again, since their energy comes from the same source. The proton energy is held fixed across the layer.

## Hints

1. In the centre-of-mass frame, an elastic collision only rotates the velocity of the target nucleus.
2. For the Coulomb orbit, calculate the impulse along the symmetry axis, using angular momentum to replace time by angle.
3. In a uniform beam, the number of collisions with impact parameter below \(p\) is proportional to \(\pi p^2\).
4. Multiply the spectrum by \(T\) before finding the median.

## Solution

### (a) The recoil spectrum

Use atomic units. The ion has charge number \(Z_1\), mass \(M_1\), speed \(v\) and energy \(E=M_1v^2/2\). The target has charge number \(Z_2\) and mass \(M_2\).

The centre of mass moves at \(V=M_1v/(M_1+M_2)\). In its frame the target has speed \(V\) before and after the collision, and its velocity turns through the scattering angle \(\theta\). The change of velocity therefore has magnitude \(2V\sin(\theta/2)\). As the target was at rest in the laboratory, this is also its final laboratory speed:

\[
T=\frac{M_2}{2}\,4V^2\sin^2\frac{\theta}{2}
=\frac{2M_1^2M_2v^2}{(M_1+M_2)^2}\sin^2\frac{\theta}{2}.
\]

Substituting \(v^2=2E/M_1\) gives

\[
T=T_2\sin^2\frac{\theta}{2},\qquad
T_2=\frac{4M_1M_2}{(M_1+M_2)^2}E .
\]

Next we relate \(\theta\) to the impact parameter \(p\). The relative motion has reduced mass \(\mu=M_1M_2/(M_1+M_2)\) and energy \(E_c=\mu v^2/2=EM_2/(M_1+M_2)\). Its momentum changes by \(2\mu v\sin(\theta/2)\) along the symmetry axis of the orbit.

Let \(\alpha\) be the angle between this axis and the relative position. It runs from \(-(\pi-\theta)/2\) to \((\pi-\theta)/2\). The force component along the axis is \(Z_1Z_2\cos\alpha/r^2\). Conservation of angular momentum, \(\mu r^2\dot\alpha=\mu vp\), gives \(dt=r^2d\alpha/(vp)\). The factors \(r^2\) cancel in the impulse:

\[
2\mu v\sin\frac{\theta}{2}
=\frac{Z_1Z_2}{vp}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\alpha\,d\alpha
=\frac{2Z_1Z_2}{vp}\cos\frac{\theta}{2}.
\]

Dividing by \(2\mu v\cos(\theta/2)\) and using \(\mu v^2=2E_c\),

\[
\tan\frac{\theta}{2}=\frac{Z_1Z_2}{2E_cp}=\frac{b}{2p},
\qquad b=\frac{Z_1Z_2}{E_c}.
\]

The length \(b\) is the closest approach in a head-on collision. Since \(\sin^2(\theta/2)=1/[1+\cot^2(\theta/2)]\),

\[
T=\frac{T_2}{1+(2p/b)^2}.
\]

A smaller \(p\) gives a larger \(T\). Recoils above \(T\) thus come from a disc of area

\[
\sigma(>T)=\pi p^2=\frac{\pi b^2}{4}\left(\frac{T_2}{T}-1\right).
\]

This area falls as \(T\) rises, so the positive spectrum is minus its derivative:

\[
\frac{d\sigma}{dT}=-\frac{d\sigma(>T)}{dT}
=\frac{\pi b^2T_2}{4T^2}=\frac{C}{T^2}.
\]

Inserting \(b=Z_1Z_2(M_1+M_2)/(EM_2)\) and \(T_2\), the factors \((M_1+M_2)^2\) and 4 cancel, leaving

\[
C=\frac{\pi Z_1^2Z_2^2M_1}{M_2E}.
\]

As a test of the orbit and the kinematics together, Newton's equations were integrated for both particles. At \(p/b=2.8\) the motion gives 463.49 eV and the formula gives 463.54 eV.

### (b) The energy median

The recoil energy per unit interval of \(T\) is proportional to \(T\,d\sigma/dT=C/T\). The share carried by recoils below \(T\) is

\[
F(T)=\frac{\int_{T_1}^{T}C\,dT'/T'}{\int_{T_1}^{T_2}C\,dT'/T'}
=\frac{\ln(T/T_1)}{\ln(T_2/T_1)} .
\]

Set \(F(T_h)=1/2\) and multiply by the denominator:

\[
\ln\frac{T_h}{T_1}=\frac12\ln\frac{T_2}{T_1}
\quad\Longrightarrow\quad
T_h=T_1\sqrt{\frac{T_2}{T_1}}=\sqrt{T_1T_2}.
\]

Hence

\[
T_h=\sqrt{15\times15000}\ \text{eV}=474\ \text{eV}.
\]

The constant \(C\) has cancelled. For this spectrum the charges, masses and ion energy affect the median only through the limits. Equal ratios of energy carry equal shares, so the decades 15–150, 150–1500 and 1500–15000 eV each carry one third.

A separate sum over impact parameters, with scattering angles obtained from the orbit integral rather than from the \(1/T^2\) law, also gives a median of 474.34 eV.

The lower limit is essential. If \(T_1\to0\) at fixed \(T_2\), the total energy in this model diverges logarithmically and \(T_h\to0\). The distant collisions responsible are those for which the bare Coulomb force is a poor model of an atom.

### (c) The number of recoils

Counting recoils uses \(C/T^2\) without the extra factor \(T\). With \(R=T_2/T_1\), the fraction above \(T_h\) is

\[
\frac{1/T_h-1/T_2}{1/T_1-1/T_2}
=\frac{\sqrt R-1}{R-1}=\frac{1}{\sqrt R+1}.
\]

The middle form follows on multiplying numerator and denominator by \(T_2\). The last uses \(R-1=(\sqrt R-1)(\sqrt R+1)\). For \(R=1000\) the fraction is 3.07 percent. About 3 percent of the recoils carry half the energy.

The median by number, \(T_n\), satisfies \(1/T_n=(1/T_1+1/T_2)/2\), which gives 30 eV. Half of the recoils thus lie within a factor of two of the threshold, and each of these carries little energy.

### (d) Proton energy and dose

Solve the expression for \(T_2\) for the ion energy, using masses of 1.00728 u and 28.0855 u:

\[
E=\frac{(1.00728+28.0855)^2}{4(1.00728)(28.0855)}\,15000\ \text{eV}
=1.122\times10^5\ \text{eV}.
\]

The corresponding closest approach is \(b=0.001861\) angstrom, and

\[
C=\frac{\pi b^2T_2}{4}=0.0408\ \text{eV angstrom}^2 .
\]

The energy transferred per atom, per unit dose, is \(C\ln R=0.0408\times6.908=0.282\) eV angstrom². The dose equals 5 protons per angstrom², so each silicon atom receives on average

\[
5\times0.282\ \text{eV}=1.41\ \text{eV}.
\]

The number of recoils per atom is \(5C(1/T_1-1/T_2)=0.0136\). The average of 1.41 eV therefore comes from rare events with a mean energy of 104 eV. It is transferred energy, not energy stored in defects after the cascade or after annealing.

### (e) Comparison with a real implant

Hydrogen implantation for splitting silicon layers uses energies and doses of roughly this size. The threshold of 15 eV is a rough effective value; it depends on crystal direction and on how a displacement is defined. At fixed \(T_2\), replacing it by 10 or 30 eV changes the median to 387 or 671 eV.

Electrons screen the nuclear charge. With the universal potential of Ziegler, Biersack and Littmark and the same energy limits, the median rises to 527 eV, or 11 percent above the bare-Coulomb value. The cross-section for recoils above 15 eV falls by 11 percent. Screening weakens distant collisions, which make the small recoils, more than close ones. At \(p/b=10\) it lowers the recoil from 37.4 to 34.8 eV, whereas a head-on collision still transfers \(T_2\). Small recoils therefore lose weight, and the median rises. The figure of 474 eV thus belongs to the Rutherford model and is not a three-digit prediction for silicon.

Slowing matters little in a thin layer. For a rough electronic loss of 12 eV/angstrom, a proton loses 1200 eV in 100 angstrom, and the median at the exit is 472 eV. Deeper in the target the fixed-energy assumption fails: at half the initial proton energy, \(T_2\) is halved and the bare-Coulomb median is 335 eV. Screening matters more for the slower proton and raises this to 391 eV. In a splitting implant the proton stops in the target. A rough integration of the screened spectrum over the whole slowing-down path puts more than four fifths of the recoil energy at proton energies below half the initial value, with a median near 120 eV. The values 474 eV and 1.41 eV per atom therefore describe the entrance layer, not the damaged zone near the end of range.

Relativity and the finite size of the nucleus matter little here: the proton energy is \(1.2\times10^{-4}\) of its rest energy, and \(b\) is about 50 times a rough silicon nuclear radius. Channelling along crystal rows, which changes the distribution of impact parameters, is not included, and its effect on the median was not estimated.

## Variation 1: a flat recoil spectrum

**Question.** Keep both limits, but let \(d\sigma/dT\) be constant, as for scattering that is isotropic in the centre-of-mass frame. Where is the energy median?

**Solution.** The energy weight is now proportional to \(T\). Equating the energy below \(T_h\) to half the total gives

\[
\frac{T_h^2-T_1^2}{2}=\frac12\,\frac{T_2^2-T_1^2}{2}
\quad\Longrightarrow\quad
T_h=\sqrt{\frac{T_1^2+T_2^2}{2}} .
\]

The result is 10607 eV. The low median in the Rutherford case is due to the steep spectrum, not to the energy limits alone.

## Variation 2: damage energy and displacements

**Question.** A recoil loses part of its energy to electrons. Does half of the *damage energy*, the part left for atomic motion, also lie below 474 eV? What about half of the displacements?

**Solution.** In Robinson's form of the Lindhard partition,

\[
T_d=\frac{T}{1+kg(\epsilon)},\qquad
g=3.4008\,\epsilon^{1/6}+0.40244\,\epsilon^{3/4}+\epsilon .
\]

Here \(k=0.1337\,Z_2^{1/6}(Z_2/A_2)^{1/2}\), with \(A_2\) the target mass in u. The reduced energy is \(\epsilon=aT/(2Z_2^2)\) in atomic units, with \(a=(9\pi^2/128)^{1/3}/(\sqrt2\,Z_2^{1/3})\).

Since \(g\) increases with \(T\), the share \(h=T_d/T\) decreases. The new energy weight is \(h(T)/T\). Below \(T_h\), \(h\) exceeds \(h(T_h)\); above it, \(h\) is smaller. The two halves had equal weight before, so the lower half now has more, and the median must move down. For silicon, \(h\) falls from 88 percent at 15 eV to 67 percent at 15 keV, and the median becomes 382 eV for the bare-Coulomb spectrum, or 426 eV for the screened one.

For displacements, use the Norgett–Robinson–Torrens count \(0.8T_d/(2T_1)\), but assign at least one displacement to every recoil above \(T_1\). This minimum gives small recoils more displacements per unit damage energy. The same argument moves the median down again, to 248 eV for the bare-Coulomb spectrum (291 eV with screening). The standard rule applies the threshold to \(T_d\) instead: it counts no displacement for \(T_d<T_1\), here \(T<17\) eV, and at least one above that. It gives 297 eV for the bare-Coulomb spectrum, still below the damage-energy median. A statement about half the recoil energy is therefore not a statement about half the displacements.

The numerical output below lists the values used here.

## Computed values

```
Lower recoil limit: 15 eV
Upper recoil limit: 15000 eV
Proton mass: 1.00728 u
Silicon mass: 28.0855 u
Proton energy: 112194 eV
Centre-of-mass energy: 108310 eV
Head-on closest approach b: 0.001861 angstrom
Recoil at p/b=0.3: motion 11029.119, formula 11029.412 eV
Recoil at p/b=2.8: motion 463.490, formula 463.535 eV
Recoil at p/b=15.8: motion 15.005, formula 15.007 eV
Energy median, formula: 474.34 eV
Energy median, beam sum: 474.34 eV
Logarithm of limit ratio: 6.9078 (no unit)
Energy share 15-150 eV: 33.33 percent
Energy share 150-1500 eV: 33.33 percent
Energy share 1500-15000 eV: 33.33 percent
Recoils above energy median: 3.07 percent
Number median: 29.97 eV
Mean recoil energy: 103.72 eV
Energy median of flat spectrum: 10607 eV
Spectrum constant C: 0.04081 eV angstrom^2
Recoil cross-section: 0.002718 angstrom^2
Energy moment: 0.2819 eV angstrom^2
Dose (rough): 5.0e+16 per cm^2
Recoil energy at dose: 1.410 eV/atom
Recoils at dose: 0.0136 per atom
Largest impact parameter: 0.0294 angstrom
Screening length: 0.1653 angstrom
Screened recoil at p/b=10, motion: 34.842 eV
Screened recoil at p/b=10, integral: 34.842 eV
Screened energy median: 526.79 eV
Screened/bare cross-section: 0.8881 (no unit)
Damage-energy share at 15 eV: 88.2 percent
Damage-energy share at 474 eV: 80.6 percent
Damage-energy share at 15000 eV: 66.6 percent
Damage-energy median: 381.9 eV
Displacement-count median: 247.6 eV
Energy median, threshold 10 eV: 387.3 eV
Energy median, threshold 30 eV: 670.8 eV
Layer thickness: 100 angstrom
Electronic loss (rough): 12 eV/angstrom
Ion energy loss in layer: 1200 eV
Energy median at layer exit: 471.8 eV
Energy median at half ion energy: 335.4 eV
Ion energy/rest energy: 1.20e-04 (no unit)
Nuclear radius (rough): 3.6e-05 angstrom
Angular momentum times angle at 15 eV: 13.2 hbar
```
